Thermal averaging of nuclear shielding in polyatomic molecules

A diatomic molecule that vibrates and rotates has a longer average bond than one at rest, for two reasons. Let x = r − r_e be the stretch, μ the reduced mass and f the harmonic force constant, and write the potential near its minimum as

V = ½ f x² + (1/6) g x³.

For ordinary bonds g is negative, because the potential is softer on the long side. Without rotation, the restoring force must average to zero in a stationary state, since otherwise the mean momentum would change:

f⟨x⟩ + ½ g⟨x²⟩ = 0.

The vibrational lengthening is therefore −g⟨x²⟩/(2f). Rotation adds the energy J²/(2μr²), and with it an outward force

−d/dr [J²/(2μr²)] = J²/(μr³) = (2/r) · J²/(2μr²).

There are two rotational axes perpendicular to the bond. Classically each carries a mean energy ½kT, so the mean rotational energy is kT and the mean outward force near equilibrium is 2kT/r_e. Dividing by f gives the centrifugal stretch:

⟨x⟩ = −g⟨x²⟩/(2f) + 2kT/(f r_e).

The second term is linear in temperature. The first follows the mean square amplitude, which remains finite at absolute zero. A nuclear shielding that depends on r inherits both behaviours. In a polyatomic molecule each normal mode that preserves the molecular symmetry can be displaced by the amplitude of every other mode, and rotation exerts a mean pull on each such mode that changes the product of the principal moments of inertia.

Hartree atomic units are used, with ħ = 1; k is Boltzmann's constant, and shielding is in ppm. The molecule is isolated, nonlinear, in one electronic state, and executes small vibrations about a single minimum. Let σ be the isotropic shielding of one nucleus as a function of geometry. Any other smooth scalar property can replace it.

In a frame that turns with the molecule, displacements from equilibrium, multiplied by the square roots of the atomic masses, are expanded in orthonormal normal-mode vectors with amplitudes Q_i. The frame is chosen by the Eckart conditions, so that these vectors contain no translation or infinitesimal rotation. The harmonic energy is ½Σ_i(P_i² + ω_i²Q_i²). With the reduced variables

q_i = √ω_i Q_i, p_i = P_i/√ω_i,

which keep [q_i,p_j] = iδ_ij, the vibrational Hamiltonian through cubic terms is

H = ½Σ_i ω_i(p_i² + q_i²) + (1/6)Σ_ijk φ_ijk q_i q_j q_k.

The sums are unrestricted and φ_ijk is symmetric in its indices. The cubic polynomial stands for the local expansion of a potential that binds the molecule; taken literally at large displacement it would be unbounded below.

The shielding is expanded in the same variables:

σ = σ_e + Σ_i σ_i q_i + ½Σ_ij σ_ij q_i q_j + …

To decide where to stop, let κ be the ratio of a typical vibrational amplitude to a bond length. Each derivative with respect to a reduced coordinate carries a factor κ, so σ_i is of order κ and σ_ij of order κ². An electronic energy scale E gives ω ~ κ²E and φ ~ κ³E, hence φ/ω ~ κ. The mean ⟨q_i⟩ vanishes for harmonic motion and is of order κ when cubic forces act. Thus σ_i⟨q_i⟩ and σ_ii⟨q_i²⟩ are both of order κ², and keeping one without the other would be inconsistent. A third derivative of σ is of order κ³ and multiplies a cubic moment of order κ, which gives κ⁴. Quartic forces and the square of the cubic forces change ⟨q_iq_j⟩ by relative order κ², again giving κ⁴ in σ. This counting takes kT to be at most comparable with the vibrational quanta.

The leading average therefore needs harmonic second moments and first-order mean displacements. In the harmonic thermal state different modes are independent and have zero mean, so ⟨q_iq_j⟩ = 0 for i ≠ j. For one mode, q = (a + a†)/√2. In level n the terms aa and a†a† have no diagonal element, whence

⟨n|q²|n⟩ = ½⟨n|aa† + a†a|n⟩ = ½[(n + 1) + n] = n + ½.

Put z = exp(−ω/kT). The geometric sum Σzⁿ = 1/(1 − z), differentiated and multiplied by z, gives Σnzⁿ = z/(1 − z)². Therefore

⟨n⟩ = z/(1 − z),
⟨q²⟩ = ½ + z/(1 − z) = ½(1 + z)/(1 − z).

Multiplying numerator and denominator by exp(ω/2kT) turns the fraction into a hyperbolic cotangent:

⟨q_i²⟩ = ½c_i, c_i = coth(ω_i/2kT).

The harmonic contribution to the shielding is consequently ¼Σ_iσ_ii c_i. One factor ½ comes from the Taylor series and the other from the zero-point mean square.

For the displacement, let ρ = exp(−H/kT)/Z be the thermal density operator. It commutes with H. Cyclic permutation under the trace gives

⟨[H,p_i]⟩ = Tr(ρHp_i − ρp_iH) = Tr[(ρH − Hρ)p_i] = 0.

The kinetic energy commutes with p_i, while [V,p_i] = i∂V/∂q_i. The mean force is therefore zero. Differentiating the cubic sum produces three equal terms, which change 1/6 into ½:

ω_i⟨q_i⟩ + ½Σ_jk φ_ijk⟨q_jq_k⟩ = 0.

The cubic constants already supply one factor κ, so the second moments may be taken from the harmonic state. The off-diagonal ones vanish and the diagonal ones equal ½c_j, with the result

⟨q_i⟩_cub = −[1/(4ω_i)] Σ_j φ_ijj c_j.

Corrections are smaller by κ². The thermal factor carries the index j of the mode that supplies the amplitude, while the frequency in front belongs to the mode i that is displaced. A stiff mode in its ground level can thus acquire a temperature-dependent displacement because a soft mode becomes excited.

Rotation is treated classically, which requires kT to be large compared with the rotational constants. Let I(Q) be the inertia tensor, J the total angular momentum along the molecular axes, and π the angular momentum of the vibrations in the rotating frame. With L = J − π, the rotational energy through first order in the displacements is

E_rot = ½ Lᵀ I(Q)⁻¹ L.

At fixed Q and P, replacing the integration variable J by L is a shift with unit Jacobian. The classical weight exp(−E_rot/kT) is then a Gaussian in L, with zero mean and covariance

⟨L_αL_β⟩ = kT I_αβ.

The force along Q_i has a part that comes from the dependence of π on Q_i. It is linear in L and averages to zero. The other part comes from the inertia tensor. Differentiating I I⁻¹ = 1 gives ∂I⁻¹/∂Q_i = −I⁻¹a_iI⁻¹, where a_i = ∂I/∂Q_i at equilibrium. Hence

F_i = −∂E_rot/∂Q_i = ½ LᵀI⁻¹a_iI⁻¹L,
⟨F_i⟩ = ½kT Tr(I⁻¹a_iI⁻¹I) = ½kT Σ_α a_i^αα/I_α.

The last form uses the principal axes, with equilibrium moments I_α. The force is positive along a coordinate whose increase enlarges the moments of inertia in this weighted sense. The harmonic restoring force is ω_i²Q_i, so ⟨Q_i⟩_cent = ⟨F_i⟩/ω_i². Multiplication by √ω_i gives

⟨q_i⟩_cent = ½kT ω_i^(−3/2) Σ_α a_i^αα/I_α.

Both displacements are already of order κ when kT is comparable with ω, so to this order they add. Together with the harmonic term they give

⟨σ⟩ = σ_e + ¼Σ_i σ_ii c_i − ¼Σ_i (σ_i/ω_i)Σ_j φ_ijj c_j + ½kT Σ_i σ_i ω_i^(−3/2)Σ_α a_i^αα/I_α.   (1)

Reversing the arbitrary sign of a normal coordinate reverses σ_i, φ_ijj for j ≠ i, φ_iii and a_i together, so every term in (1) is unchanged. Collecting the factors that multiply each coth gives the compact form

⟨σ⟩ = σ_e + Σ_j C_j c_j + K kT,
C_j = ¼[σ_jj − Σ_i σ_i φ_ijj/ω_i].   (2)

For a linear molecule the axis sum contains just the two perpendicular axes. In the diatomic case Q = √μ x and I = μr², so a = 2√μ r_e for each of them. The sum is 4/(√μ r_e), the force along Q is 2kT/(√μ r_e), and division by ω² = f/μ and by √μ returns x = 2kT/(f r_e), as at the start.

At low temperature c_j = (1 + z_j)/(1 − z_j) ≈ 1 + 2exp(−ω_j/kT). The vibrational terms settle exponentially at their zero-point values. The centrifugal term of (1) continues linearly towards zero, but there its derivation fails, because rotational levels are discrete. The first correction can be found for a linear rotor with energies BJ(J + 1). With b = B/kT, the Euler–Maclaurin expansion of the partition sum is

Σ_J (2J + 1)exp[−bJ(J + 1)] = 1/b + ½ − (1/12)(2 − b) + O(b) = 1/b + 1/3 + O(b).

The three terms are the integral, half the value at J = 0, and −1/12 times the derivative there. The logarithm of the sum is −ln b + b/3 + O(b²). Minus its derivative with respect to 1/kT is the mean energy, so that

⟨E_rot⟩ = kT − B/3 + O(B²/kT).

The diatomic centrifugal force, 2⟨E_rot⟩/r_e, is thus reduced by the relative amount B/(3kT). The sum includes all J with equal nuclear-spin weights; restrictions on J from identical nuclei matter when few rotational levels are populated.

At high temperature coth y ≈ 1/y, so c_j ≈ 2kT/ω_j. All corrections then become linear in kT:

(⟨σ⟩ − σ_e)/kT → Σ_j 2C_j/ω_j + K.   (3)

This limit can also be reached without normal coordinates or angular momentum. In classical statistics the Cartesian momenta integrate to a constant, and what remains is the integral of exp(−V/kT) over atomic positions. For a triatomic with bond lengths r₁, r₂ and angle θ between them, integrating over overall position and orientation leaves the weight

W exp(−V/kT), W = r₁² r₂² sin θ.

The integral of a derivative of this weight vanishes when the ends of the range contribute nothing, which gives for each internal coordinate s

⟨∂V/∂s⟩ = kT⟨∂ln W/∂s⟩.

The right-hand side is 2kT/r for a bond and kT cot θ for the angle. The first is the same outward force as in a diatomic; the second drives the angle towards 90°. In this description the centrifugal effect is contained in a volume factor. For a polyatomic molecule that factor also reflects the change from rectilinear to internal coordinates, so its contribution alone is not equal to K kT.

A model bent triatomic with round parameters shows the sizes. The central atom has mass 29000 m_e and each end atom 1800 m_e. The bonds are 1.80 bohr long and the angle is 105°. With x and y the two stretches and t the change of angle in radians, the potential in hartree is

V = D(1 − e^(−ax))² + D(1 − e^(−ay))² − 0.005xy + 0.030(x + y)t + ½(0.160)t²,

where D = 0.200 hartree and a = 1.150 bohr⁻¹. The shielding of the central nucleus in ppm is

σ = 300 − 150(x + y) + 5t − 100(x² + y²) + 20xy − 10t².

Diagonalizing the mass-weighted force-constant matrix gives a bend, mode 1, a symmetric stretch, mode 2, and an antisymmetric stretch, mode 3:

ω₁ = 0.007608, ω₂ = 0.017423, ω₃ = 0.017884 hartree.

The signs are chosen so that positive q₁ opens the angle and positive q₂ lengthens the bonds. Central differences along these coordinates give, in ppm,

σ₁ = 5.001, σ₂ = −38.648, σ₃ = 0,
σ₁₁ = −7.577, σ₂₂ = −5.979, σ₃₃ = −7.382,

and, in 10⁻³ hartree,

φ₁₁₁ = 0.312, φ₁₂₂ = 0.568, φ₁₃₃ = 0.974,
φ₂₁₁ = 1.813, φ₂₂₂ = −7.813, φ₂₃₃ = −7.880.

Exchange of the end atoms reverses q₃, so its first-order coefficients vanish. Its amplitude still contributes through σ₃₃ and through the displacement of the two symmetric modes.

At absolute zero all c_j are 1. The harmonic correction is a quarter of the sum of the σ_jj:

¼(−7.577 − 5.979 − 7.382) = −5.23 ppm.

At 300 K, kT = 0.0009500 hartree and c₁ = 1.000666, while the stretching factors equal 1 to six decimals. With φ₂₁₁c₁ = 1.814 × 10⁻³ hartree, the cubic displacement of the symmetric stretch is

⟨q₂⟩_cub = −(1.814 − 7.813 − 7.880) × 10⁻³/(4 × 0.017423) = 0.199.

That of the bend is −0.061. Multiplying by σ₂ and σ₁ gives −7.70 and −0.30 ppm, together −8.00 ppm. The two stretching amplitudes, which lengthen the bonds, contribute −8.96 ppm; the bend amplitude offsets this by +0.95 ppm.

For the centrifugal term, the sums Σ_αa_i^αα/I_α are −0.01301 for the bend and 0.05660 for the symmetric stretch, in m_e^(−1/2) bohr⁻¹. The stretch is displaced by

⟨q₂⟩_cent = ½(0.0009500)(0.05660)/(0.017423)^(3/2) = 0.0117,

and the bend by −0.0093: rotation lengthens the bonds and slightly closes the angle. The shielding changes by

(−38.648)(0.0117) + (5.001)(−0.0093) = −0.50 ppm.

The three corrections and the resulting shielding, in ppm, are

T = 0 K: −5.23, −8.00, 0.00; 286.76
T = 300 K: −5.24, −8.00, −0.50; 286.26
T = 600 K: −5.31, −7.97, −1.00; 285.73
T = 1000 K: −5.64, −7.88, −1.66; 284.82

in the order harmonic, cubic, centrifugal; total. The zero-point correction, −13.24 ppm, is much larger than any thermal change in this range. Between 0 and 300 K, however, the vibrational terms change by just −0.0006 ppm, and the centrifugal term provides practically the whole temperature dependence. Its coefficient is K = −524.6 ppm/hartree, or −1.66 ppm per 1000 K. The reason is the size of the quanta: the bend has ω₁/kT = 8.0 at 300 K, and 2exp(−8.0) is less than 10⁻³, whereas rotation is already nearly classical.

Over the tabulated range, where the bend is the main mode excited, the cubic term becomes less negative on heating, although the harmonic term becomes more negative. Somewhat above 1000 K the trend reverses, because the stretching amplitudes, whose cubic coefficients C_j − ¼σ_jj are −4.43 and −4.53 ppm, begin to grow. The rise within the table is due to the bend. This follows from the positive φ₂₁₁. In a rectilinear bending coordinate the end atoms move along tangents. A tangential displacement d lengthens a bond of length r_e by approximately d²/(2r_e). This lengthening lowers the shielding through σ₁₁. It also changes the stretching energy ½f x² into ½f[x + d²/(2r_e)]², whose cross term f x d²/(2r_e) is a positive cubic coupling. For the two bonds together it supplies 2.98 × 10⁻³ hartree to φ₂₁₁. The bending energy supplies −1.11 × 10⁻³ hartree, because the same tangential displacement makes a smaller change of angle when the bond is longer, and the remaining terms supply −0.06 × 10⁻³ hartree. The molecule responds by contracting along q₂, which raises the shielding. The bend amplitude contributes −1.89c₁ ppm through the harmonic term and +0.95c₁ ppm through the cubic term, so C₁ = −0.94 ppm. The separate harmonic and cubic numbers, and also their sum, belong to rectilinear coordinates. In curvilinear coordinates the kinetic energy depends on the coordinates as well and supplies a further mean force, which must be included to obtain the same average shielding.

The classical limit permits a calculation by hand in x, y and t. The stretching force constant is 2Da² = 0.529 and the third derivative of the Morse potential is −6Da³ = −1.825. In harmonic classical statistics the covariance matrix is kT times the inverse force-constant matrix. The antisymmetric combination (x − y)/√2 has force constant 0.529 + 0.005 = 0.534. The symmetric combination (x + y)/√2 has 0.524 and is coupled to t by 0.030√2. The determinant of this two-by-two block is

Δ = 0.524 × 0.160 − 2(0.030)² = 0.08204.

The required second moments, divided by kT, are therefore

⟨x²⟩/kT = ½(0.160/Δ + 1/0.534) = 1.9115,
⟨xy⟩/kT = ½(0.160/Δ − 1/0.534) = 0.0388,
⟨t²⟩/kT = 0.524/Δ = 6.387.

By symmetry ⟨x⟩ = ⟨y⟩. Write X = ⟨x⟩/kT and Θ = ⟨t⟩/kT. The mean-force conditions become

0.524X + 0.030Θ = 2/1.80 + ½(1.825)(1.9115) = 2.855,
0.060X + 0.160Θ = cot 105° = −0.268,

with solution X = 5.667 and Θ = −3.80. Inserting all moments into the shielding surface gives

−300(5.667) + 5(−3.80) − 200(1.9115) + 20(0.0388) − 10(6.387) = −2164 ppm/hartree.

Equation (3), with C₁ = −0.9401, C₂ = −5.9210 and C₃ = −6.3754 ppm, gives −1639.8 for the vibrational part. Adding K = −524.6 gives −2164.4 ppm/hartree. The two descriptions divide the effect differently between geometry, forces and volume, but have the same total slope. This slope is the classical limit of the leading-order theory; it is not the slope at 300 K, where the vibrations are nearly frozen.

The classical treatment of rotation can be judged on the same model. The smallest principal moment is 3845 m_e bohr², so the largest rotational constant is 1/(2 × 3845) = 1.30 × 10⁻⁴ hartree, about one seventh of kT at 300 K. Replacing kT I_α by the thermal ⟨J_α²⟩ of a rigid quantum rotor, obtained by diagonalizing its Hamiltonian for each J and summing over levels, changes the centrifugal correction from −0.498 to −0.494 ppm. The largest deviation of any ⟨J_α²⟩ from its classical value is 3.0% at 300 K and 0.8% at 1200 K.

The expansion in amplitude is a separate limitation. Here φ₂₂₂/ω₂ = −0.45, and its square, 0.20, is not very small. The digits above therefore describe equation (1) applied to the model, not the accuracy of a full vibrational average. Solving the nonrotating vibrational problem numerically on the full potential and shielding surfaces gives a zero-point correction of −13.72 ppm instead of −13.24 ppm, a difference of about 4%. This relative difference falls in proportion to κ² when all masses are increased. Equation (1) fails for motion between several minima, nearly free internal rotation, or any mode whose thermal amplitude leaves the region of the Taylor series; such a coordinate needs its own thermal average over the full potential. In a dense gas or a liquid, collisions and neighbouring molecules add temperature dependence through both the shielding surface and the forces, and neither is contained in the isolated-molecule formula.
